# Decay of Step Ripples between Straight, Perfectly Absorbing Neighbours, part 1

(Sections cited here and not found follow in the second part.)

## I. The decay rate and its two regimes

### Form of the answer

A surface step runs along \(y\), and its position is \(x=h(y,t)\). Two neighbouring steps are held straight at \(x=\pm L\). The system is unchanged by a shift along \(y\), so to first order in \(h\) ripples of different wave number do not mix. Each ripple \(h=a(t)\cos(qy)\) has its own decay rate \(r(q)\).

The form of this rate follows from dimensions. Let \(D\) be the adatom diffusivity, \(c_{\rm eq}\) the number of adatoms per area in equilibrium with a straight step, and \(\Omega\) the area by which the upper terrace grows when the step takes up one unit. The tendency of the step to straighten enters through a capillary length \(\xi\), defined below, which multiplies the step curvature \(q^2h\). The excess adatom density at the ripple is then of order \(c_{\rm eq}\xi q^2h\).

Diffusion carries this excess away with a current per length of order \(D\) times the excess divided by a distance. If the density adjusts quickly to the step shape it obeys Laplace's equation, which contains no length of its own. The distance can therefore depend only on \(1/q\) and \(L\). Multiplication by \(\Omega\) turns the current into a step velocity, and

\[
r(q)=A\,q^3 f(qL),\qquad A=D\,c_{\rm eq}\Omega\,\xi . \tag{1}
\]

Since \(c_{\rm eq}\Omega\) is a pure number, \(A\) has the unit m³/s, and \(Aq^3\) is a rate.

Two limits of \(f\) can be read off. If \(L\to\infty\), the neighbours must drop out, so \(f\) tends to a constant and the rate is cubic in \(q\). If \(qL\to0\), each short piece of terrace acts as a gap of width \(L\) between two parallel edges. The current is then proportional to \(1/L\), so \(f\propto1/(qL)\) and the rate is quadratic. The calculation that follows supplies the function \(f\) and the wavelength at which the behaviour changes.

### Free energy and chemical potential of the step

Let the upper terrace occupy \(x<h\) and the lower terrace \(x>h\). The step free energy per length, \(\beta(\theta)\), depends on the angle \(\theta\) between the step and the \(y\) axis, where \(\tan\theta=h'\) and a prime on \(h\) means \(\partial/\partial y\). The total free energy is

\[
F[h]=\int \beta(\theta)\sqrt{1+h'^2}\;dy . \tag{2}
\]

For small slopes \(\theta\approx h'\), and to second order

\[
\beta(\theta)\approx\beta+\beta'h'+\tfrac12\beta''h'^2,\qquad
\sqrt{1+h'^2}\approx1+\tfrac12h'^2 ,
\]

where \(\beta,\beta',\beta''\) on the right are the function and its angular derivatives at \(\theta=0\). Multiplying the two expansions and keeping second order gives

\[
F\approx\int\left[\beta+\beta'h'+\tfrac12\tilde\beta\,h'^2\right]dy,
\qquad \tilde\beta=\beta+\beta'' . \tag{3}
\]

The quantity \(\tilde\beta\) is the step stiffness. The term linear in \(h'\) integrates to a difference of end values, which vanishes for a periodic ripple.

Now change the shape by \(\delta h(y)\). Integration by parts, with no contribution from the ends, gives

\[
\delta F=\int\tilde\beta\,h'\,\delta h'\,dy
=-\int\tilde\beta\,h''\,\delta h\,dy . \tag{4}
\]

Adding one unit near a point \(y\) means \(\int\delta h\,dy=\Omega\), with \(\delta h\) concentrated there. The chemical potential, measured from that of a straight step, is therefore

\[
\mu=-\Omega\tilde\beta\,h''=\Omega\tilde\beta\,q^2h . \tag{5}
\]

The second form holds for the cosine ripple, for which \(h''=-q^2h\). A part of the step that protrudes onto the lower terrace has \(h>0\) and \(\mu>0\), so it tends to lose material. The sign is the same for adatoms on both terraces, because a unit attached from either side moves the step in the same direction, towards larger \(x\).

It is \(\tilde\beta\), and not \(\beta\), that enters. This was tested by differentiating the free energy of a discretized step with \(\beta=1+0.02\cos4\theta\) in arbitrary units. Here \(\beta(0)=1.02\), while \(\tilde\beta=1.02-0.32=0.70\). For a ripple with largest slope 0.01 the numerical derivative agreed with (5) to better than 1%, which excludes the value 1.02.

### Adatom density at the step

Assume that adatoms are dilute and exchange with the step so fast that the two are in local equilibrium. The density beside the step is then

\[
c_{\rm step}=c_{\rm eq}\exp\!\left(\frac{\mu}{k_BT}\right)
\approx c_{\rm eq}\left(1+\frac{\mu}{k_BT}\right), \tag{6}
\]

where the linear form requires \(|\mu|\ll k_BT\). Let \(u=c-c_{\rm eq}\) be the excess density. Inserting (5) gives

\[
u_{\rm step}=c_{\rm eq}\,\xi q^2h,\qquad
\xi=\frac{\Omega\tilde\beta}{k_BT}. \tag{7}
\]

This defines the capillary length. At a straight neighbour the curvature is zero. A perfect sink in the present sense is an edge that keeps the density beside it at \(c_{\rm eq}\), so \(u=0\) at \(x=\pm L\). It absorbs where adatoms are in excess and emits where they are lacking.

The condition (7) belongs at \(x=h\), but it may be applied at \(x=0\). Since \(u(h,y)\approx u(0,y)+h\,\partial_xu\), and \(u\) is itself of first order in \(h\), the difference is of second order. This step relies on the absence of net deposition: the density around a straight step is then uniform and has no gradient of zeroth order.

### Diffusion on the two terraces

With deposition from the vapour and desorption neglected, the excess obeys \(\partial_tu=D\nabla^2u\). A disturbance of the form \(\sin(\pi x/L)\cos(qy)\), which vanishes at both edges of a terrace, decays at the rate \(D(q^2+\pi^2/L^2)\). If the ripple changes much more slowly than this,

\[
r\ll D\left(q^2+\frac{\pi^2}{L^2}\right), \tag{8}
\]

the density follows the step shape, and the time derivative may be dropped. On the right-hand terrace write \(u=X(x)\cos(qy)\). Laplace's equation becomes

\[
X''=q^2X,\qquad X(0)=c_{\rm eq}\xi q^2a,\qquad X(L)=0 . \tag{9}
\]

The solutions are combinations of \(e^{qx}\) and \(e^{-qx}\). The combination that vanishes at \(L\) is proportional to \(\sinh[q(L-x)]\), and the value at \(x=0\) fixes the factor:

\[
u(x,y)=c_{\rm eq}\xi q^2h(y)\,\frac{\sinh[q(L-x)]}{\sinh(qL)},
\qquad 0<x<L . \tag{10}
\]

The density on the left-hand terrace is the mirror image, with \(x\) replaced by \(|x|\).

The current leaving the step to the right is \(-D\,\partial_xu\) at \(x=0^+\). Since the derivative of \(\sinh[q(L-x)]\) is \(-q\cosh[q(L-x)]\), the two minus signs cancel:

\[
-D\,\partial_xu\big|_{0^+}=D\,q\coth(qL)\;c_{\rm eq}\xi q^2h . \tag{11}
\]

The current leaving to the left is \(+D\,\partial_xu\) at \(x=0^-\) and has the same value by mirror symmetry.

### Motion of the step

When the step advances with velocity \(\partial_th\), it takes up \(\partial_th/\Omega\) units per length and time. It also covers a strip of lower terrace and exposes an equal strip of upper terrace. The adatom densities on its two sides are equal by (6), so this exchange of strips adds nothing to the balance. The loss to both terraces then gives

\[
\frac{\partial h}{\partial t}
=-2\Omega D\,c_{\rm eq}\,\xi\,q^3\coth(qL)\,h . \tag{12}
\]

The factor 2 counts the terraces. The decay rate is

\[
\boxed{\,r(q)=2A\,q^3\coth(qL),\qquad
A=\frac{D\,c_{\rm eq}\,\Omega^2\tilde\beta}{k_BT}\,} \tag{13}
\]

so the function in (1) is \(f=2\coth(qL)\).

This result was tested against a two-dimensional finite-element solution of Laplace's equation on terraces bounded by a curved step, which makes no use of the profile (10). The ripple amplitude was one thousandth of the smaller of \(1/q\) and \(L\). For \(qL=0.1,\ 0.3,\ 1,\ 3\) and \(6\) the numerical rate differed from (13) by at most 0.03% of the latter.

### The two limits

For large argument \(\coth(qL)\to1\), and for small argument \(\coth z=1/z+z/3+\dots\). Hence

\[
r\to2Aq^3\quad(qL\gg1),\qquad
r=\frac{2Aq^2}{L}\left(1+\frac{q^2L^2}{3}+\dots\right)\quad(qL\ll1). \tag{14}
\]

The profile (10) shows the reason. For \(qL\gg1\) it is close to \(e^{-qx}\), so the excess falls off over a distance of about \(1/q\) from the step and very little of it reaches the neighbour. For \(qL\ll1\) it becomes the straight line \(1-x/L\). The density gradient is then set by the terrace width, and one power of \(q\) is replaced by \(1/L\).

The destination of the material changes as well. The current arriving at the right-hand neighbour is

\[
-D\,\partial_xu\big|_{L}=\frac{D\,q}{\sinh(qL)}\,c_{\rm eq}\xi q^2h , \tag{15}
\]

which is the fraction \(1/\cosh(qL)\) of the current (11) leaving the step at the same \(y\). At short wavelengths this fraction is small, and nearly all the material lost by the protrusions returns to the hollows of the same step. At long wavelengths the fraction tends to one, and the ripple decays by exchange with the neighbours. The neighbours would therefore become bent if they were not held straight, a point taken up in the second half.

### Where the crossover lies

Put \(z=qL\). The local exponent is the slope of \(\ln r\) against \(\ln q\). From (13),

\[
n=\frac{d\ln r}{d\ln q}
=3+z\frac{d}{dz}\left(\ln\cosh z-\ln\sinh z\right)
=3+z\,\frac{\sinh^2z-\cosh^2z}{\sinh z\cosh z}.
\]

The numerator of the fraction is \(-1\), and \(\sinh z\cosh z=\tfrac12\sinh2z\), so

\[
n=3-\frac{2qL}{\sinh(2qL)} . \tag{16}
\]

Since \(\sinh(w)/w\) grows steadily with \(w>0\), the exponent rises steadily from 2 to 3 as \(q\) increases. Numerical solutions of the terrace equation at \(qL=0.2\), 1 and 4 gave the same exponents to within 0.1%.

The exponent is 2.5 when \(\sinh(2z)=4z\), which gives \(z=1.089\). With \(\lambda=2\pi/q\) this is the wavelength \(\lambda=5.77L\). A ripple whose wavelength equals the terrace width has \(qL=2\pi\), and its exponent is 2.9999. The number that must be small for the quadratic law is thus \(2\pi L/\lambda\), and not \(L/\lambda\).

Both limiting laws underestimate the full rate, because \(\coth z>1\) and \(z\coth z>1\) for every \(z>0\). The full rate exceeds the cubic law by 10% when \(\coth z=1.1\), or \(\lambda=4.13L\), and by less at shorter wavelengths. It exceeds the quadratic law by 10% when \(z\coth z=1.1\), or \(\lambda=11.4L\), and by less at longer ones. Between these wavelengths the full rate exceeds each power law by more than 10% of that law, and (13) should be used in full.

## II. Fluctuations, limits of validity and an example

### Symbols and results carried over

A step at \(x=h(y,t)\) lies between neighbours at \(x=\pm L\), and \(h=a(t)\cos(qy)\). The adatoms have diffusivity \(D\) and equilibrium density \(c_{\rm eq}\); \(\Omega\) is the area per added unit, \(\tilde\beta\) the step stiffness and \(\xi=\Omega\tilde\beta/(k_BT)\) the capillary length. The excess density \(u\) at the step is \(c_{\rm eq}\xi q^2h\). With straight neighbours that keep \(u=0\), the ripple decays at the rate \(r=2Aq^3\coth(qL)\), where \(A=Dc_{\rm eq}\Omega\xi\). This is (13), with the limits \(2Aq^3\) and \(2Aq^2/L\).

### Thermal fluctuations of one mode

Let the step segment have length \(\ell\), a whole number of wavelengths. By (3) the ripple costs the free energy

\[
\Delta F=\tfrac12\tilde\beta q^2a^2\int_0^\ell\sin^2(qy)\,dy
=\tfrac14\tilde\beta q^2\ell\,a^2 . \tag{17}
\]

The Boltzmann weight is a Gaussian in \(a\), for which the mean of \(\Delta F\) is \(k_BT/2\). Therefore

\[
\langle a^2\rangle=\frac{2k_BT}{\tilde\beta q^2\ell}. \tag{18}
\]

In equilibrium the decay is balanced by random attachment and detachment. Write \(\dot a=-ra+\eta(t)\), where the noise \(\eta\) has zero mean and is independent of earlier values of \(a\). Multiplying by \(a(0)\) and averaging removes the noise term for \(t>0\), and

\[
\frac{d}{dt}\langle a(t)a(0)\rangle=-r\langle a(t)a(0)\rangle
\;\Rightarrow\;
\langle a(t)a(0)\rangle=\langle a^2\rangle e^{-rt}. \tag{19}
\]

With held neighbours, the rate (13) can thus be obtained from a step in equilibrium, without preparing a bent one. If the neighbours fluctuate as well, the correlation at long wavelengths is not a single exponential. For steps that do not repel one another its initial decay still gives (13); the reason appears in (29) below. The mean square change of the amplitude is \(2\langle a^2\rangle(1-e^{-rt})\). At times much shorter than \(1/r\), but much longer than the adatom relaxation time \(1/[D(q^2+\pi^2/L^2)]\), it grows as

\[
2\langle a^2\rangle rt=\frac{8Dc_{\rm eq}\Omega^2}{\ell}\,q\coth(qL)\,t . \tag{20}
\]

The stiffness has cancelled. The fast early exchange with the terraces leaves a constant offset, so (20) is approached slowly: for \(qL\ll1\) the relative excess is about \(L^2/(3Dt)\), some 30% at ten relaxation times and 3% at a hundred. In this range the amplitude wanders through random exchange alone, and the restoring force is felt at times of order \(1/r\). At still shorter times the adatom density cannot follow the step, and neither (13) nor (20) applies.

With straight neighbours held in place, a ripple decays at the rate (13), cubic in \(q\) at short wavelengths and quadratic at long ones, and the same rate governs its thermal fluctuations in equilibrium. What remains is to examine slow attachment, edge diffusion, step repulsion, desorption, adatom delay and freely moving neighbours, and to work through a numerical example.
